# How energy errors affect compound stability verdicts on the convex hull, part 1

(Sections cited here and not found follow in the later parts.)

## 1. A number to explain

Take a model ternary system with elements A, B, C and three competing compounds, whose true formation energies are $-250$ (A₂C), $-480$ (BC) and $-200$ (AB₂) meV/atom. The compound of interest is ABC at $-350$ meV/atom. The best mixture of competitors with the same overall composition lies at $-332$ meV/atom, so ABC is stable by 18 meV/atom (1.74 kJ per mole of atoms). Let an approximate method make two kinds of Gaussian error of zero mean: a shift per element, the same in every phase, with standard deviation 100 meV/atom, and a residual, independent from phase to phase, with standard deviation 20 meV/atom. The method then calls ABC unstable with probability 0.234.

Now spend effort on ABC alone, compute its energy exactly, and leave the six competitors as they were. The probability of the wrong verdict rises to 0.387. One of the seven energies has lost its error, and the answer has become worse.

A second pair of numbers comes from the same model. Ordinary linear error propagation through the lowest mixture gives 0.220 in place of 0.234, which is too low. If ABC is moved to $-310$ meV/atom, where it is unstable by 22 meV/atom, linear propagation gives 0.173 for the chance of calling it stable, and the full value is 0.161, so now the linear value is too high. All parameters here are round values chosen for the model and belong to no material.

## 2. Definitions and conventions

There are $n$ elements. A phase $i$ has a vector of atomic fractions $x_i$ with $n$ non-negative components that sum to one, and an energy per atom $E_i$. All energies are in meV/atom, at zero temperature and pressure. Each phase is a line compound whose composition is known exactly. The compound under study carries the label $c$; the $N$ competitors include the $n$ elements, and their list is assumed complete.

A mixture puts a fraction $w_i\ge 0$ of all atoms into phase $i$. It can replace the compound if it contains the same atoms,
$$\sum_i w_i x_i = x_c .$$
Adding the $n$ components of this equation, and using that the components of every $x$ sum to one, gives $\sum_i w_i = 1$, so normalization is not a separate condition. The hull energy of the competitors and the signed decomposition energy are
$$H(E)=\min_{w}\ \sum_i w_iE_i,\qquad \Delta = E_c - H(E),$$
with the minimum taken over all allowed $w$. The allowed set is not empty, because the elements with $w=x_c$ belong to it, and it is closed and bounded, so the minimum exists. The compound is stable when $\Delta<0$.

The energy above the hull in its usual sense counts $c$ among the phases that build the hull. Let $c$ take the weight $\lambda\in[0,1]$. The other phases must supply $x_c-\lambda x_c=(1-\lambda)x_c$, and their cheapest way to do so costs $(1-\lambda)H$. The total $\lambda E_c+(1-\lambda)H$ is linear in $\lambda$, so its minimum is at an end, $\min(E_c,H)$. Therefore
$$E_{\rm hull}=E_c-\min(E_c,H)=\max(\Delta,0).$$
$E_{\rm hull}$ is zero for every stable compound and forgets the margin of stability, on which the risk of a wrong verdict depends. The verdicts agree, since $E_{\rm hull}>0$ exactly when $\Delta>0$, and everything below is written for $\Delta$.

A computed energy is $\hat E=E+\varepsilon$. The error vector $\varepsilon=(\varepsilon_c,\varepsilon_1,\dots,\varepsilon_N)$ is treated as random, with mean $m$ and covariance matrix $\Sigma$. For a stochastic method the randomness is literal. For a deterministic method, such as a density functional, it describes the spread of errors over comparable systems, and the probabilities are statements about that ensemble. Means and variances on a fixed mixture need only $m$ and $\Sigma$; probabilities need a distribution, and a joint Gaussian is assumed wherever $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$ or $\Phi(z)=\int_{-\infty}^z\varphi(t)\,dt$ appears. Two properties used often are $\Phi(-z)=1-\Phi(z)$ and $\varphi'(z)=-z\varphi(z)$.

## 3. One competitor, then two

The smallest case is a second structure of the same composition, $x_1=x_c$, with nothing else in reach. Then $w_1=1$, $\Delta=E_c-E_1$, and the error of $\Delta$ is $\delta=\varepsilon_c-\varepsilon_1$. For equal variances $\sigma^2$ and correlation $\rho$,
$$\operatorname{Var}\delta=\sigma^2+\sigma^2-2\rho\sigma^2=2\sigma^2(1-\rho)\equiv\sigma_\Delta^2 .$$
For zero-mean Gaussian errors, $\hat\Delta=\Delta+\sigma_\Delta Z$ with $Z$ standard normal. If $\Delta<0$ the verdict is wrong when $Z>|\Delta|/\sigma_\Delta$, and if $\Delta>0$ when $Z<-|\Delta|/\sigma_\Delta$. By the symmetry of $\varphi$ both have probability
$$P_{\rm wrong}=\Phi\!\left(-|\Delta|/\sigma_\Delta\right).$$

Limits. At $\Delta\to0$ this is $1/2$, a coin toss. At $\rho\to1$ it vanishes for any $\Delta\ne0$, however large $\sigma$ is: an error common to both sides does not enter a difference.

Next take a binary system, with $y$ the fraction of the second element, and two competitors at $y_1<y_c<y_2$. The conditions are $w_1+w_2=1$ and $w_1y_1+w_2y_2=y_c$. Inserting $w_2=1-w_1$ gives $w_1(y_1-y_2)=y_c-y_2$, so
$$w_1=\frac{y_2-y_c}{y_2-y_1},\qquad w_2=\frac{y_c-y_1}{y_2-y_1}.$$
This is the lever rule. The weights contain compositions and no energies, so they carry no error, and
$$\delta=\varepsilon_c-w_1\varepsilon_1-w_2\varepsilon_2 .$$
For independent errors of equal size, $\sigma_\Delta^2=\sigma^2(1+w_1^2+w_2^2)$.

Limits. As $y_c\to y_1$, $w_1\to1$ and $w_2\to0$, and the factor tends to 2, the value for one competitor at $\rho=0$. At the midpoint $w_1=w_2=1/2$ the factor is $3/2$, because the mixture averages two independent errors.

Suppose now that the error is a straight line in composition, $\varepsilon_i=a+by_i$ for all three phases. Then
$$\delta=a(1-w_1-w_2)+b\,(y_c-w_1y_1-w_2y_2)=0,$$
each bracket vanishing by one of the two conditions that defined the weights.

## 4. Any number of elements: the hull as a minimum over fixed mixtures

In general many mixtures are allowed. The minimum is always reached on one of a finite list of them, and the list does not depend on the energies.

Among the minimizing $w$, choose one with the fewest nonzero weights, and call $S$ the set of phases it uses. Suppose that the vectors $x_i$, $i\in S$, were linearly dependent. There would be numbers $d_i$, not all zero and zero outside $S$, with $\sum_i d_ix_i=0$. Adding components gives $\sum_i d_i=0$, so some $d_i$ are negative. For small $|t|$ the vector $w+td$ is still non-negative, because all $w_i$ in $S$ are positive, and it has the right composition. Its energy differs from the minimum by $t\sum_i d_iE_i$. This cannot be negative for either sign of $t$, so $\sum_i d_iE_i=0$, and all these mixtures are minimizers. Increase $t$ from zero until the first weight with $d_i<0$ reaches zero. The result is a minimizer with fewer phases, which contradicts the choice. Hence the $x_i$ in $S$ are linearly independent, there are at most $n$ of them, and the balance equation fixes their weights uniquely.

Call facet $k$ any set of phases with linearly independent compositions for which the balance equation has a strictly positive solution $w^{(k)}$ (set to zero on the other phases). The name covers simplices of every dimension and does not imply that the facet lies on the true hull. There are finitely many, $K$ say. Each is an allowed mixture and the minimum is among them, so for every energy vector
$$H(E)=\min_k H_k(E),\qquad H_k(E)=\sum_i w_i^{(k)}E_i .$$

For a facet of three phases in a ternary system, Cramer's rule gives $w_1=\det[x_c,x_2,x_3]/\det[x_1,x_2,x_3]$, and likewise for the others. Adding the first two rows of such a determinant to the third turns that row into ones, and a determinant with columns $(x_A,x_B,1)$ is twice the signed area of the triangle of the three points. So $w_1$ is the area of the triangle $(c,2,3)$ divided by that of $(1,2,3)$, the lever rule with areas in place of lengths.

Apply the formula for $H$ to the computed energies and use $-\min(u_k)=\max(-u_k)$:
$$\hat\Delta=E_c+\varepsilon_c-\min_k\sum_i w^{(k)}_i(E_i+\varepsilon_i)=\max_k Y_k,\qquad Y_k=\Delta_k+v_k\cdot\varepsilon ,$$
with $\Delta_k=E_c-H_k(E)$ and $v_k=(1,-w^{(k)})$. This holds exactly for errors of any size and any distribution. Facets are numbered so that $\Delta_1\ge\Delta_2\ge\dots$, which makes the true value $\Delta=\Delta_1$. The gap of facet $k$ is $g_k=\Delta_1-\Delta_k=H_k-H_1\ge0$.

Limit. If $g_2>0$ and the errors are small enough that $(v_k-v_1)\cdot\varepsilon<g_k$ for all $k\ge 2$, the maximum is $Y_1$, the error is linear, $\hat\Delta-\Delta=v_1\cdot\varepsilon$, and $\partial H/\partial E_i=w_i^{(1)}$. Lever-rule propagation is this regime and no more. Phases outside facet 1 have zero sensitivity in it.

### The facets of the model

Draw the composition triangle as the plane of vectors $x$ with unit sum; ABC is its centre, $x_c=(\tfrac13,\tfrac13,\tfrac13)$. A set of phases is a facet when positive multiples of the displacements $x_i-x_c$ add to zero, since dividing those multiples by their sum gives the weights. Only the directions of the displacements matter for existence. Put A, with displacement $(\tfrac23,-\tfrac13,-\tfrac13)$, at $0^\circ$; by symmetry B is at $120^\circ$ and C at $240^\circ$. BC has $(-\tfrac13,\tfrac16,\tfrac16)$, which is $-\tfrac12$ times that of A, so it is at $180^\circ$. AB₂ has $(0,\tfrac13,-\tfrac13)$, whose scalar product with A's displacement is $-\tfrac19+\tfrac19=0$, on the side of B: $90^\circ$. A₂C has $(\tfrac13,-\tfrac13,0)$, with cosine $\tfrac13/(\tfrac{\sqrt6}{3}\cdot\tfrac{\sqrt2}{3})=\tfrac{\sqrt3}{2}$, on the side of C: $330^\circ$.

No single phase has the composition ABC. A pair is a facet when its directions differ by $180^\circ$, which happens only for A and BC. A triple is a facet when all three angular gaps $\gamma_{12},\gamma_{23},\gamma_{31}$ between neighbouring directions are below $180^\circ$. In that case the plane identity $\sin\gamma_{23}\,e_1+\sin\gamma_{31}\,e_2+\sin\gamma_{12}\,e_3=0$ for the unit vectors $e_i$ has positive coefficients. If a gap is $180^\circ$ or more, the three vectors lie in a closed half-plane and not all on its edge, so a strictly positive combination has a nonzero component along the normal. Going through the twenty triples of the angles $0,90,120,180,240,330$, six pass: $(90,180,330)$, $(120,180,330)$, $(90,240,330)$, $(120,240,330)$, $(0,90,240)$ and $(0,120,240)$. With the pair this makes seven facets.

For the first, write $a\,\mathrm{AB_2}+b\,\mathrm{A_2C}+c'\,\mathrm{BC}=\mathrm{ABC}$ in formula units. The balances for A, B and C are $a+2b=1$, $2a+c'=1$, $b+c'=1$. Subtracting the third from the second gives $b=2a$, the first then gives $a=\tfrac15$, so $b=\tfrac25$ and $c'=\tfrac35$. The numbers of atoms are $3a=\tfrac35$, $3b=\tfrac65$, $2c'=\tfrac65$ out of three, so the weights are 0.2, 0.4 and 0.4. The energy is $H_1=0.4(-250)+0.4(-480)+0.2(-200)=-332$. For A + BC the weights are $\tfrac13$ and $\tfrac23$, and $H_2=\tfrac23(-480)=-320$. The same balance gives the rest. The last column is $\sigma_k=20\sqrt{1+\sum_i w_i^2}$, derived in section 5.

| $k$ | mixture | $H_k$ | $\sigma_k$ |
|---|---|---|---|
| 1 | ⅖ A₂C + ⅖ BC + ⅕ AB₂ | −332.0 | 23.32 |
| 2 | ⅓ A + ⅔ BC | −320.0 | 24.94 |
| 3 | ⅙ B + ½ A₂C + ⅓ BC | −285.0 | 23.57 |
| 4 | ¼ C + ¼ A₂C + ½ AB₂ | −162.5 | 23.45 |
| 5 | ⅓ B + ⅙ C + ½ A₂C | −125.0 | 23.57 |
| 6 | ⅙ A + ⅓ C + ½ AB₂ | −100.0 | 23.57 |
| 7 | ⅓ A + ⅓ B + ⅓ C | 0.0 | 23.09 |

For $E_c=-350$, $\Delta_1=-18$ and $\Delta_2=-30$. For $E_c=-310$, $\Delta_1=22$ and $\Delta_2=10$. In both cases $g\equiv g_2=12$.

## 5. One facet: mean, variance and what cancels

On a fixed facet, $\delta=v\cdot\varepsilon$ is linear, so
$$\langle\delta\rangle=v\cdot m,\qquad \sigma_\Delta^2=\sum_{ab}v_av_b\Sigma_{ab}=\Sigma_{cc}-2\sum_i w_i\Sigma_{ci}+\sum_{ij}w_iw_j\Sigma_{ij}.$$
The minus sign comes from the opposite signs of the entries of $v$: positive correlation between the compound and its products lowers the variance, and positive correlation among the products raises it. A linear combination of jointly Gaussian variables is Gaussian, so in the one-facet regime
$$P(\hat\Delta<0)=\Phi\!\left(-\frac{\Delta+v\cdot m}{\sigma_\Delta}\right),$$
which for $m=0$ returns $P_{\rm wrong}=\Phi(-|\Delta|/\sigma_\Delta)$. A mean error with $v\cdot m=-\Delta$ makes the verdict a coin toss, and a larger one of that sign makes a wrong verdict more likely than a right one.

### Errors linear in composition

Let $\varepsilon_a=\eta\cdot x_a$ for all phases including $c$, with $\eta$ any vector of $n$ shifts. For every facet
$$v_k\cdot\varepsilon=\eta\cdot x_c-\sum_i w_i^{(k)}\,\eta\cdot x_i=\eta\cdot\Big(x_c-\sum_i w_i^{(k)}x_i\Big)=0 .$$
Since every $Y_k$ is unchanged, so is their maximum: the cancellation is exact and does not rely on the one-facet regime. Geometrically, the shift adds a plane to the whole energy landscape, and the vertical distance from a point to the hull is unchanged. Physically, $\eta$ holds any error that an atom carries with it unchanged into every phase. The condition is that the shift be the same in all phases; a shift that depends on the chemical environment is not of this form, and its variation belongs to the residual.

The vectors $v_k$ have $N+1$ entries and obey $n$ independent linear conditions, so they span at most $N+1-n$ dimensions, four in the model. Only that many combinations of the seven errors can influence $\hat\Delta$.

The error model of section 1 is $\varepsilon_a=\eta\cdot x_a+r_a$, with independent $\eta$ components of standard deviation $s=100$ and independent residuals $r_a$ of standard deviation $\sigma=20$, the elemental phases included. Its covariance is $\Sigma_{ab}=s^2\,x_a\cdot x_b+\sigma^2\delta_{ab}$. The first term drops out and
$$\sigma_k^2=\sigma^2|v_k|^2=\sigma^2\Big(1+\sum_i (w_i^{(k)})^2\Big).$$
For facet 1, $1+0.4^2+0.4^2+0.2^2=1.36$ and $\sigma_1=20\sqrt{1.36}=23.32$ meV/atom (2.25 kJ per mole of atoms). For facet 2, $1+\tfrac19+\tfrac49=1.5556$ and $\sigma_2=24.94$.

The computed decomposition energy is now an exact maximum over fixed mixtures, errors linear in composition cancel from it, and the variance on a single facet is known. Still to come are the reason why an exact energy for the compound alone makes the verdict worse, and the effect of competition between facets on the bias and the risk.
